\section*{Retained dose and error-function profile under a sputtered, receding surface, part 1}

(Sections cited here and not found follow in the second part.)

\section{The profile and its retained dose}

A solid of atomic density $N$ is implanted with ions that each sputter $Y$ atoms from its surface. The ions come to rest with a Gaussian distribution of depths, of mean $R_p$ and standard deviation $s$, the straggle. After a fluence $F$ of ions per unit area the surface has receded by $L=YF/N$, and the density of implanted atoms at depth $x>0$ below the present surface is
\begin{equation}
n(x,F)=\frac{N}{2Y}\left[\operatorname{erf}\frac{x-R_p+L}{\sqrt2\,s}-\operatorname{erf}\frac{x-R_p}{\sqrt2\,s}\right].
\label{profile}
\end{equation}
The number of implanted atoms held per unit area, the retained dose $Q$, does not grow without limit. When $s$ is small compared with $R_p$ it saturates near
\begin{equation}
Q_\infty\simeq\frac{N R_p}{Y}.
\label{simple}
\end{equation}
The reason is that an atom implanted at depth $R_p$ is itself sputtered away once a layer of thickness $R_p$ has been removed. Removing that layer takes a fluence $NR_p/Y$, so in the long run the solid holds only the ions received during the last $NR_p/Y$ of fluence.

These results belong to a model with definite assumptions. The surface is flat and stays flat. The yield $Y$ is constant, whatever the composition of the surface has become. The depth distribution, measured from the surface at the moment of arrival, is the same for every ion. Implanted atoms take up no volume, which is the neglect of swelling, and they do not move through the solid after coming to rest, which is the neglect of diffusion and of mixing by later ions. The second half estimates what several of these assumptions cost. It leaves out roughening of the surface and the change of the depth distribution as the composition changes.

The recession follows from counting atoms. While the fluence grows by $dF$, an area $A$ receives $A\,dF$ ions and loses $YA\,dF$ atoms. These atoms occupied a layer of thickness $dL$, which contained $NA\,dL$ atoms. Since implanted atoms take up no volume, $N$ and $Y$ here refer to host atoms; implanted atoms in the layer leave with it in addition. Equating the two numbers and cancelling $A$ gives
\begin{equation}
N\,dL=Y\,dF,\qquad L=\frac{YF}{N}.
\label{recession}
\end{equation}
If the ion flux is $J=dF/dt$, the surface moves at the speed $v=dL/dt=YJ/N$. The flux may vary in time, as it does in pulsed plasma implantation. Equation (\ref{recession}) still ties recession to fluence, and time does not enter the profile separately.

Let $z$ be a coordinate fixed in the solid, counted inward from the original surface. When the recession is $L'$ the surface lies at $z=L'$, and an ion arriving then stops at a distance $z-L'$ below it. The probability density of that distance is
\begin{equation}
g(\xi)=\frac{1}{\sqrt{2\pi}\,s}\exp\left[-\frac{(\xi-R_p)^2}{2s^2}\right].
\label{gauss}
\end{equation}
A Gaussian extends to negative $\xi$, outside the solid. Ions in that part are counted as reflected: they sputter, but they are not implanted.

The ions received between the recessions $L'$ and $L'+dL'$ number $dF'=(N/Y)\,dL'$ per unit area, by equation (\ref{recession}). They contribute $g(z-L')\,dF'$ to the density at $z$, and since nothing moves in the solid this contribution stays where it is. At the end the surface lies at $z=L$, so a point at depth $x$ has $z=x+L$. Summing all contributions gives
\begin{equation}
n(x,F)=\frac NY\int_0^L g(x+L-L')\,dL'
=\frac NY\int_0^L g(x+u)\,du .
\label{superpose}
\end{equation}
The second form uses $u=L-L'$, the thickness removed since the ion arrived. The change of sign in $du=-dL'$ is compensated by the exchange of the limits. For $x>0$ the argument $x+u$ is positive throughout, so the reflected part of the Gaussian never enters the density in the solid.

To do the integral, set $w=(x+u-R_p)/(\sqrt2\,s)$. Then $du=\sqrt2\,s\,dw$, the exponent becomes $-w^2$, and the prefactor becomes $\sqrt2\,s/(\sqrt{2\pi}\,s)=1/\sqrt\pi$:
\begin{equation}
n(x,F)=\frac NY\,\frac1{\sqrt\pi}\int_{(x-R_p)/(\sqrt2 s)}^{(x-R_p+L)/(\sqrt2 s)}e^{-w^2}\,dw .
\end{equation}
By definition $\operatorname{erf}(b)=(2/\sqrt\pi)\int_0^b e^{-w^2}dw$, so the integral of $e^{-w^2}$ between two limits is $\sqrt\pi/2$ times the difference of the error functions. The factors of $\sqrt\pi$ cancel, a factor $1/2$ remains, and equation (\ref{profile}) results.

The standard normal density and distribution make what follows shorter:
\begin{equation}
p(y)=\frac{e^{-y^2/2}}{\sqrt{2\pi}},\qquad
P(y)=\int_{-\infty}^{y}p(t)\,dt=\frac12\left[1+\operatorname{erf}\frac{y}{\sqrt2}\right].
\end{equation}
Half the difference of two error functions is a difference of two values of $P$, because the constants cancel. With $P(-y)=1-P(y)$, which expresses the symmetry of $p$, the profile becomes
\begin{align}
n(x,F)&=\frac NY\left[P\!\left(\frac{x-R_p+L}{s}\right)-P\!\left(\frac{x-R_p}{s}\right)\right]\nonumber\\
&=\frac NY\left[P\!\left(\frac{R_p-x}{s}\right)-P\!\left(\frac{R_p-x-L}{s}\right)\right].
\label{pform}
\end{align}

At low fluence, when $L\ll s$ and $L\,|x-R_p|\ll s^2$, the function $g$ hardly changes over the interval of integration in equation (\ref{superpose}). The integral is then close to $L\,g(x)$, and $n\simeq(NL/Y)\,g(x)=F\,g(x)$, the ordinary implant without erosion. The effect of recession on the shape is seen from the slope. Differentiating equation (\ref{superpose}) under the integral, and using the fact that $g(x+u)$ depends on $x$ and $u$ through their sum, gives
\begin{equation}
\frac{\partial n}{\partial x}=\frac NY\int_0^L\frac{\partial g(x+u)}{\partial u}\,du=\frac NY\,[g(x+L)-g(x)].
\end{equation}
The slope vanishes where $x+L$ and $x$ are equally far from $R_p$ on opposite sides, that is, where $x+L-R_p=R_p-x$. Hence
\begin{equation}
x_{\max}=R_p-\frac L2 .
\label{peak}
\end{equation}
For smaller $x$ the point $x+L$ is the nearer one to $R_p$, and the slope is positive; for larger $x$ it is negative. The stationary point is therefore a maximum. Setting $x=R_p-L/2$ in equation (\ref{profile}) makes the two arguments $\pm L/(2\sqrt2\,s)$, and since the error function is odd,
\begin{equation}
n_{\max}=\frac NY\operatorname{erf}\frac{L}{2\sqrt2\,s}.
\label{height}
\end{equation}
The maximum moves towards the surface at half the speed of recession, because the oldest implants have been approached by the full distance $L$ and the newest by none. It reaches the surface when $L=2R_p$, at the fluence $2NR_p/Y$. From then on the density falls monotonically with depth.

When $L$ exceeds $R_p$ by several times $s$, the second term in the last form of equation (\ref{pform}) is negligible at every $x>0$, and the profile no longer changes:
\begin{equation}
n_\infty(x)=\frac NY\,P\!\left(\frac{R_p-x}{s}\right)=\frac{N}{2Y}\operatorname{erfc}\frac{x-R_p}{\sqrt2\,s}.
\label{steady}
\end{equation}
When $s$ is small compared with $R_p$, this is a plateau of height close to $N/Y$ from the surface inward, with an edge of width set by $s$ at the depth $R_p$, where the density is half of $N/Y$. The straggle smooths the edge and does not affect the plateau.

The retained dose is the integral of the profile over the solid. In each term of equation (\ref{pform}) take the argument's numerator as the new variable $\zeta$, so that $d\zeta=-dx$. As $x$ runs from $0$ to infinity, $\zeta$ runs down from $R_p$ in the first term and from $R_p-L$ in the second:
\begin{equation}
Q(F)=\frac NY\left[\int_{-\infty}^{R_p}P\!\left(\frac{\zeta}{s}\right)d\zeta-\int_{-\infty}^{R_p-L}P\!\left(\frac{\zeta}{s}\right)d\zeta\right].
\label{qint}
\end{equation}
An antiderivative of $P(\zeta/s)$ is
\begin{equation}
K(\zeta)=\zeta\,P\!\left(\frac\zeta s\right)+s\,p\!\left(\frac\zeta s\right).
\label{K}
\end{equation}
To verify this, use $P'=p$ and $p'(y)=-y\,p(y)$. The derivative of the first term is $P(\zeta/s)+(\zeta/s)p(\zeta/s)$, that of the second is $-(\zeta/s)p(\zeta/s)$, and their sum is $P(\zeta/s)$.

The value of $K$ at the lower limit is also needed. For $y>0$,
\begin{equation}
P(-y)=\int_y^\infty p(t)\,dt<\int_y^\infty\frac ty\,p(t)\,dt=\frac{p(y)}{y},
\label{mills}
\end{equation}
since $t/y>1$ in the range of integration and $t\,p(t)=-p'(t)$. At $\zeta=-sy$ the first term of $K$ is therefore smaller in size than $s\,p(y)$, and both terms vanish as $y\to\infty$. Thus $K(-\infty)=0$, and
\begin{equation}
Q(F)=\frac NY\left[K(R_p)-K(R_p-L)\right],\qquad
Q_\infty=\frac NY\,K(R_p).
\label{dose}
\end{equation}

The growth of the dose has a direct reading. Since $dL/dF=Y/N$ and $K'=P$,
\begin{equation}
\frac{dQ}{dF}=P\!\left(\frac{R_p-L}{s}\right).
\label{growth}
\end{equation}
At first nearly every ion adds to the inventory. When $L=R_p$ the net gain is half an ion per incident ion, and it then dies away over a further recession of a few $s$. In the limit of vanishing straggle the dose equals the fluence until $F=NR_p/Y$ and stays constant afterwards. Straggle rounds this corner. At the corner itself the shortfall from saturation is $K(0)=s/\sqrt{2\pi}$, measured as a length against $K(R_p)$.

Conservation of implanted atoms provides a check on signs and factors. While the surface recedes by $dL$, sputtering carries off $n(0,F)\,dL$ implanted atoms per unit area. With $a=R_p/s$, equation (\ref{pform}) at $x=0$ and $dL=(Y/N)\,dF$ give
\begin{equation}
n(0,F)\,dL=\left[P(a)-P\!\left(\frac{R_p-L}{s}\right)\right]dF .
\end{equation}
The reflected ions number $P(-a)\,dF=[1-P(a)]\,dF$. Adding the sputtered, the reflected and the newly retained ions of equation (\ref{growth}) gives $dF$, as it must. In the steady state the retained term is zero, and implanted atoms leave the surface as fast as new ones enter.

It remains to see how small the straggle must be for equation (\ref{simple}). From equation (\ref{K}), $K(R_p)/R_p=P(a)+p(a)/a$, so the relative excess of $Q_\infty$ over $NR_p/Y$ is
\begin{equation}
\delta=\frac{p(a)}a-P(-a).
\label{excess}
\end{equation}
Write $p(t)=(1/t)\,[t\,p(t)]$ in the integral for $P(-a)$ and integrate by parts, with $-p(t)$ as the antiderivative of $t\,p(t)$:
\begin{equation}
P(-a)=\frac{p(a)}a-\int_a^\infty\frac{p(t)}{t^2}\,dt .
\end{equation}
Hence $\delta$ equals the last integral, which is positive. Writing its integrand as $t\,p(t)/t^3$ and replacing $1/t^3$ by its largest value $1/a^3$ gives
\begin{equation}
0<\delta<\frac{p(a)}{a^3}.
\end{equation}
The excess is $8.3\,\%$ at $a=1$, $0.42\,\%$ at $a=2$ and $0.013\,\%$ at $a=3$. The saturated dose is thus insensitive to straggle well before the edge of the profile looks sharp. At $a=1$, however, $P(-1)$, about $16\,\%$ of the ions, would lie outside the solid, and a Gaussian is then a doubtful description of the implant.

The same limit holds in a more general form. Let $G(x)=\int_x^\infty g(\xi)\,d\xi$ be the fraction of ions that stop deeper than $x$, for any depth density $g$ with a finite mean depth. Letting $L\to\infty$ in equation (\ref{superpose}) gives $n_\infty=(N/Y)\,G(x)$. Integration by parts, with $G'=-g$ and $xG\to0$ at large depth, then gives
\begin{equation}
Q_\infty=\frac NY\int_0^\infty G(x)\,dx=\frac NY\int_0^\infty x\,g(x)\,dx .
\label{general}
\end{equation}
The saturated dose is $N/Y$ times the mean implanted depth, with reflected ions counted at depth zero. For the Gaussian this mean is $K(R_p)$. It slightly exceeds $R_p$ because the part of the Gaussian at negative depth, which would lower the mean, has been replaced by zeros.

The depth profile and the retained dose have now been derived, and the dose has been shown to saturate at $N/Y$ times the mean implanted depth, which is close to $NR_p/Y$ when the straggle is small. What remains is to work out a case, tin ions in Ga$_2$O$_3$, and to estimate what several of the model's assumptions cost, among them the neglect of swelling and of the motion of implanted atoms.
